**Jamming of dissociative adsorption on neighbor pairs of a chain**

The program tests the coverage $\theta(t)=1-\exp[-2(1-e^{-kt})]$ and its limit $1-e^{-2}$, where $k$ is the attempt rate per neighbor pair and $t$ is time. It asserts that the full master equation on a 12-site ring obeys the hierarchy for $P_n$, the probability that $n$ given consecutive sites are vacant, and that the derived $P_n$ agrees with the ring within a finite-size bound. Monte Carlo runs on 20 rings of 40,000 sites give a jamming coverage of 0.86452 ± 0.00028, against 0.864665 from the formula. A separate recursion for the vacancies left on finite chains gives 0.864665 as well. The program also asserts the late-time approach to jamming, the sticking law on the ring and the gas flux by quadrature. For the model oxygen fill at 10 mTorr and 300 K, 99% of the jamming coverage is reached in 64.6 ms. Of the neglected effects whose coverage change is computed, a repulsion of 0.02 eV per filled neighbor is the larger, lowering the jamming coverage by 0.021; rows of 50 sites lower it by 0.005.

## Verification by program

```python
"""Jamming of dissociative adsorption on random vacant neighbour pairs.

Result under test: on an infinite, initially empty chain with attempt rate k
per neighbour pair, immobile fragments and no desorption, the coverage is
    theta(t) = 1 - exp(-2*(1 - exp(-k*t)))  ->  1 - exp(-2).
P_n is the probability that n given consecutive sites are all vacant.
V_L is the mean final number of vacancies on an isolated chain of L sites.
In the tests time is measured in units of 1/k.
The repulsion factor multiplies the rate of a pair once for each filled site
next to that pair; the factor 1 is the model of the stated result.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import expm_multiply


def vacant_run(n, time):
    """Derived P_n for the infinite chain."""
    return math.exp(-(n - 1) * time - 2 * (1 - math.exp(-time)))


def relative_sticking(theta):
    """Derived P_2 as a function of coverage."""
    return (1 - theta) * (1 + 0.5 * math.log(1 - theta))


def ring_generator(sites, factor):
    """Master-equation matrix over all occupation patterns of a ring."""
    rows, columns, rates = [], [], []
    for state in range(2**sites):
        for left in range(sites):
            right = (left + 1) % sites
            pair = (1 << left) | (1 << right)
            if state & pair:
                continue
            filled_neighbours = ((state >> ((left - 1) % sites)) & 1) \
                + ((state >> ((left + 2) % sites)) & 1)
            rate = factor**filled_neighbours
            rows += [state | pair, state]
            columns += [state, state]
            rates += [rate, -rate]
    size = 2**sites
    return coo_matrix((rates, (rows, columns)), shape=(size, size)).tocsc()


def run_probability(vector, n):
    """Sum of the entries whose first n sites are vacant."""
    states = np.arange(len(vector))
    return float(vector[(states & ((1 << n) - 1)) == 0].sum())


def final_vacancies(max_length, factor):
    """V_L from the first adsorption, which splits a gap into two gaps."""
    vacancies = np.zeros(max_length + 1)
    vacancies[1] = 1.0
    vacancies[3] = 1.0
    for length in range(4, max_length + 1):
        inner = vacancies[1:length - 2].sum()
        total_rate = length - 3 + 2 * factor
        vacancies[length] = 2 * (inner + factor * vacancies[length - 2]) \
            / total_rate
    return vacancies


jamming = 1 - math.exp(-2)

# Full master equation on a small ring: hierarchy, solution, sticking law.
ring_sites = 12
generator = ring_generator(ring_sites, 1.0)
empty_ring = np.zeros(2**ring_sites)
empty_ring[0] = 1.0
hierarchy_error = 0.0
for time in (0.3, 1.0, 3.0):
    probability = expm_multiply(generator * time, empty_ring)
    derivative = generator @ probability
    s = 1 - math.exp(-time)
    for n in range(1, ring_sites):
        p_n = run_probability(probability, n)
        p_next = run_probability(probability, n + 1)
        error = abs(run_probability(derivative, n)
                    + (n - 1) * p_n + 2 * p_next)
        hierarchy_error = max(hierarchy_error, error)
        bound = math.exp(-(n - 1) * time) * (2 * s)**(ring_sites - n) \
            / math.factorial(ring_sites - n)
        assert abs(p_n - vacant_run(n, time)) <= bound + 1e-11
    ring_theta = 1 - run_probability(probability, 1)
    ring_pair = run_probability(probability, 2)
    # The ring is finite; its deviation is of order 2**11/11!, about 5e-5.
    assert abs(ring_pair - relative_sticking(ring_theta)) < 3e-4
assert hierarchy_error < 1e-10

# Late approach to jamming; the relative correction is of order exp(-8).
late_gap = vacant_run(1, 8.0) - math.exp(-2)
assert abs(late_gap / (2 * math.exp(-2) * math.exp(-8.0)) - 1) < 1e-3

# Monte Carlo on long rings. Only the first attempt on a pair can matter.
random = np.random.default_rng(20)
mc_sites, mc_rings, snapshot_time = 40000, 20, 1.0
samples = []
for _ in range(mc_rings):
    attempt_times = random.exponential(size=mc_sites)
    order = np.argsort(attempt_times)
    early = int((attempt_times < snapshot_time).sum())
    filled = bytearray(mc_sites)
    record = []
    for part in (order[:early].tolist(), order[early:].tolist()):
        for left in part:
            right = left + 1 if left + 1 < mc_sites else 0
            if not filled[left] and not filled[right]:
                filled[left] = filled[right] = 1
        vacant = np.frombuffer(bytes(filled), dtype=np.uint8) == 0
        pairs = vacant & np.roll(vacant, -1)
        triples = pairs & np.roll(vacant, -2)
        record += [vacant.mean(), pairs.mean(), triples.mean()]
    assert record[4] == 0.0
    samples.append(record)
samples = np.array(samples)
mc_mean = samples.mean(axis=0)
mc_error = samples.std(axis=0, ddof=1) / math.sqrt(mc_rings)
for n in (1, 2, 3):
    deviation = abs(mc_mean[n - 1] - vacant_run(n, snapshot_time))
    assert deviation < 5 * mc_error[n - 1]
assert abs(1 - mc_mean[3] - jamming) < 5 * mc_error[3]

# Finite chains: limiting vacancy density and the end correction.
chain = final_vacancies(400, 1.0)
chain_jamming = 1 - (chain[400] - chain[399])
assert abs(chain_jamming - jamming) < 1e-10
assert abs(chain[50] - 52 * math.exp(-2)) < 1e-10

# Coverage at which the correlated and uncorrelated sticking laws cross.
crossing = 1 - brentq(lambda v: 1 + 0.5 * math.log(v) - v, 0.14, 0.5)
assert relative_sticking(crossing - 0.1) > (1 - crossing + 0.1)**2
assert relative_sticking(crossing + 0.03) < (1 - crossing - 0.03)**2

# Worked example: rough typical inputs, molecular oxygen on a model surface.
pressure_mtorr = 10.0
temperature = 300.0
molecule_mass_u = 32.0
initial_sticking = 0.01
site_area_nm2 = 0.15
exposure = 1.0
thermal = const.k * temperature
thermal_ev = thermal / const.e
mass = molecule_mass_u * const.atomic_mass
pressure = pressure_mtorr * 1e-3 * const.torr
flux = pressure / math.sqrt(2 * math.pi * mass * thermal)
speed_scale = math.sqrt(thermal / mass)
flux_integral = quad(lambda x: x * math.exp(-x * x / 2)
                     / math.sqrt(2 * math.pi), 0, 12)[0]
flux_check = pressure / thermal * speed_scale * flux_integral
assert abs(flux_check / flux - 1) < 1e-8
impact_rate = flux * site_area_nm2 * 1e-18
pair_rate = initial_sticking * impact_rate
theta_99 = 0.99 * jamming
time_99 = -math.log(1 + 0.5 * math.log(1 - theta_99)) / pair_rate
assert abs(1 - vacant_run(1, pair_rate * time_99) - theta_99) < 1e-12

# Sizes of neglected effects, with chosen rough energies in eV.
repulsion_ev, cross_extra_ev = 0.02, 0.25
hop_ev, desorption_ev = 1.0, 2.0
attempt_frequency = 1e13
row_sites = 50
factor = math.exp(-repulsion_ev / thermal_ev)
repelled = final_vacancies(400, factor)
repelled_jamming = 1 - (repelled[400] - repelled[399])
assert abs(repelled_jamming - 1 + repelled[200] - repelled[199]) < 1e-10
# After its first adsorption the ring is an isolated gap of N-2 sites.
repelled_ring = expm_multiply(ring_generator(ring_sites, factor) * 100.0,
                              empty_ring)
ring_final = ring_sites * run_probability(repelled_ring, 1)
assert abs(ring_final - repelled[ring_sites - 2]) < 1e-6
slowest_pair_time = 1 / (pair_rate * factor**2)
assert exposure > 5 * slowest_pair_time
row_coverage = 1 - chain[row_sites] / row_sites
cross_attempts = math.exp(-cross_extra_ev / thermal_ev) \
    * pair_rate * exposure
hop_rate = attempt_frequency * math.exp(-hop_ev / thermal_ev)
hops = 2 * hop_rate * exposure
desorption_rate = attempt_frequency * math.exp(-desorption_ev / thermal_ev)
assert max(cross_attempts, hops, desorption_rate * exposure) < 0.01

# After ignition: atoms at a small partial pressure fill single vacancies.
atom_fraction, atom_sticking = 0.01, 0.1
atom_flux = atom_fraction * pressure \
    / math.sqrt(2 * math.pi * (mass / 2) * thermal)
atom_fill_rate = atom_sticking * atom_flux * site_area_nm2 * 1e-18

print(f"Jamming coverage, formula: {jamming:.6f}")
print(f"Isolated vacancy fraction, formula: {math.exp(-2):.6f}")
print(f"Jamming coverage, finite-chain recursion: {chain_jamming:.6f}")
print(f"Jamming coverage, Monte Carlo: {1 - mc_mean[3]:.5f}"
      f" +/- {mc_error[3]:.5f}")
print(f"Monte Carlo: {mc_rings} rings of {mc_sites} sites")
for n in (1, 2, 3):
    print(f"P_{n} at kt=1: formula {vacant_run(n, 1.0):.5f},"
          f" Monte Carlo {mc_mean[n - 1]:.5f} +/- {mc_error[n - 1]:.5f}")
print(f"Largest hierarchy error, {ring_sites}-site ring:"
      f" {hierarchy_error:.1e}")
for theta in (0.2, 0.5, 0.8):
    print(f"Relative sticking at coverage {theta:.1f}:"
          f" {relative_sticking(theta):.4f}; uncorrelated"
          f" {(1 - theta)**2:.4f}")
print(f"Coverage where the two sticking laws cross: {crossing:.4f}")
print(f"Gas pressure: {pressure_mtorr:.1f} mTorr")
print(f"Temperature: {temperature:.0f} K")
print(f"Molecular mass: {molecule_mass_u:.0f} u")
print(f"Initial sticking probability: {initial_sticking:.3f}")
print(f"Area per site: {site_area_nm2:.2f} nm2")
print(f"Molecular flux: {flux * 1e-4:.3e} cm^-2 s^-1")
print(f"Impacts per site area: {impact_rate:.1f} s^-1")
print(f"Pair adsorption rate k: {pair_rate:.2f} s^-1")
print(f"Time 1/k: {1e3 / pair_rate:.2f} ms")
for milliseconds in (5, 10, 20, 50, 100):
    scaled = pair_rate * milliseconds * 1e-3
    print(f"t={milliseconds} ms: coverage {1 - vacant_run(1, scaled):.4f},"
          f" sticking {initial_sticking * vacant_run(2, scaled):.3e}")
print(f"Time to 99% of jamming coverage: {1e3 * time_99:.1f} ms")
print(f"Exposure for neglected effects: {exposure:.1f} s")
print(f"Repulsion barrier per filled neighbour: {repulsion_ev:.3f} eV")
print(f"Rate factor per filled neighbour: {factor:.4f}")
print(f"Jamming coverage with repulsion: {repelled_jamming:.5f}")
print(f"Coverage change by repulsion: {repelled_jamming - jamming:+.5f}")
print(f"Slowest pair time with repulsion: {1e3 * slowest_pair_time:.1f} ms")
print(f"Jamming coverage, row of {row_sites} sites: {row_coverage:.5f}")
print(f"Coverage change by row ends: {row_coverage - jamming:+.5f}")
print(f"Extra cross-row barrier: {cross_extra_ev:.2f} eV")
print(f"Cross-row attempts per site in exposure: {cross_attempts:.2e}")
print(f"Attempt frequency: {attempt_frequency:.1e} s^-1")
print(f"Hopping barrier: {hop_ev:.2f} eV")
print(f"Upper estimate of hops per fragment in exposure: {hops:.2e}")
print(f"Recombinative desorption barrier: {desorption_ev:.2f} eV")
print(f"Desorption rate: {desorption_rate:.2e} s^-1")
print(f"Atom pressure fraction after ignition: {atom_fraction:.3f}")
print(f"Atom sticking on a vacancy: {atom_sticking:.2f}")
print(f"Vacancy filling time by atoms: {1e3 / atom_fill_rate:.1f} ms")
print("all assertions hold")
```

Running it gives:

```
Jamming coverage, formula: 0.864665
Isolated vacancy fraction, formula: 0.135335
Jamming coverage, finite-chain recursion: 0.864665
Jamming coverage, Monte Carlo: 0.86452 +/- 0.00028
Monte Carlo: 20 rings of 40000 sites
P_1 at kt=1: formula 0.28245, Monte Carlo 0.28223 +/- 0.00044
P_2 at kt=1: formula 0.10391, Monte Carlo 0.10397 +/- 0.00040
P_3 at kt=1: formula 0.03823, Monte Carlo 0.03849 +/- 0.00029
Largest hierarchy error, 12-site ring: 1.7e-16
Relative sticking at coverage 0.2: 0.7107; uncorrelated 0.6400
Relative sticking at coverage 0.5: 0.3267; uncorrelated 0.2500
Relative sticking at coverage 0.8: 0.0391; uncorrelated 0.0400
Coverage where the two sticking laws cross: 0.7968
Gas pressure: 10.0 mTorr
Temperature: 300 K
Molecular mass: 32 u
Initial sticking probability: 0.010
Area per site: 0.15 nm2
Molecular flux: 3.585e+18 cm^-2 s^-1
Impacts per site area: 5377.8 s^-1
Pair adsorption rate k: 53.78 s^-1
Time 1/k: 18.60 ms
t=5 ms: coverage 0.3760, sticking 4.769e-03
t=10 ms: coverage 0.5648, sticking 2.542e-03
t=20 ms: coverage 0.7323, sticking 9.132e-04
t=50 ms: coverage 0.8450, sticking 1.054e-04
t=100 ms: coverage 0.8634, sticking 6.308e-06
Time to 99% of jamming coverage: 64.6 ms
Exposure for neglected effects: 1.0 s
Repulsion barrier per filled neighbour: 0.020 eV
Rate factor per filled neighbour: 0.4613
Jamming coverage with repulsion: 0.84338
Coverage change by repulsion: -0.02128
Slowest pair time with repulsion: 87.4 ms
Jamming coverage, row of 50 sites: 0.85925
Coverage change by row ends: -0.00541
Extra cross-row barrier: 0.25 eV
Cross-row attempts per site in exposure: 3.39e-03
Attempt frequency: 1.0e+13 s^-1
Hopping barrier: 1.00 eV
Upper estimate of hops per fragment in exposure: 3.18e-04
Recombinative desorption barrier: 2.00 eV
Desorption rate: 2.52e-21 s^-1
Atom pressure fraction after ignition: 0.010
Atom sticking on a vacancy: 0.10
Vacancy filling time by atoms: 131.5 ms
all assertions hold
```
